# Full Photon-Exchange Energy of the Relativistic Electron Gas: verification in Python

```python
"""Photon-exchange energy of the uniform relativistic electron gas.

Result under test: E_x/V = -(k_F^4 / 4 pi^3) F(beta) in atomic units,
    F = 1 - (3/2) [(beta*eta - arcsinh(beta)) / beta^2]^2,
beta = k_F/(m c), eta = sqrt(1 + beta^2), k_F = Fermi wave number.
The gas is unpolarized, at zero temperature; exchange is of first order in
the fine-structure constant, with Coulomb and retarded transverse photons.
Inside the integrals momenta are in units of m c and energies of m c^2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq


def area_function(beta):
    return beta * np.sqrt(1 + beta**2) - np.arcsinh(beta)


def exchange_factor(beta):
    return 1 - 1.5 * (area_function(beta) / beta**2)**2


# Dirac matrices
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
alpha_mat = np.array([np.kron(np.array([[0, 1], [1, 0]]), s) for s in pauli])
beta_mat = np.diag([1.0, 1.0, -1.0, -1.0]).astype(complex)

# --- Blocked virtual emission: two fermion levels coupled to one boson mode
gap, omega, coupling, n_boson = 0.6, 1.0, 0.003, 8
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
c1 = np.kron(lower, np.eye(2))
c2 = np.kron(np.diag([1.0, -1.0]), lower)
b = np.diag(np.sqrt(np.arange(1, n_boson)), 1)
hop = c2.T @ c1 + c1.T @ c2
ham = (np.kron(gap * c2.T @ c2, np.eye(n_boson))
       + omega * np.kron(np.eye(4), b.T @ b)
       + coupling * np.kron(hop, b + b.T))
number = np.rint(np.diag(np.kron(c1.T @ c1 + c2.T @ c2, np.eye(n_boson))))


def sector_levels(n_fermion):
    idx = np.where(number == n_fermion)[0]
    return np.linalg.eigvalsh(ham[np.ix_(idx, idx)])


blocked = (sector_levels(2)[0] - sector_levels(1)[:2].sum()) / coupling**2
blocked_formula = 2 * omega / (omega**2 - gap**2)
assert abs(blocked / blocked_formula - 1) < 1e-3  # higher orders in coupling

# --- Current conservation, gauge identity and spin sum with real spinors


def positive_spinors(k):
    h = np.einsum('i,iab->ab', k, alpha_mat) + beta_mat
    energies, vectors = np.linalg.eigh(h)
    return energies[3], vectors[:, 2:]


rng = np.random.default_rng(5)
largest_unretarded_gap = 0.0
for _ in range(20):
    k, p = rng.normal(size=3), rng.normal(size=3)
    (e_k, u_k), (e_p, u_p) = positive_spinors(k), positive_spinors(p)
    q, d = k - p, e_k - e_p
    q2 = q @ q
    rho = u_k.conj().T @ u_p
    cur = np.array([u_k.conj().T @ a @ u_p for a in alpha_mat])
    q_cur = np.einsum('i,iab->ab', q, cur)
    assert np.allclose(d * rho, q_cur, atol=1e-11)
    assert abs(d) < np.sqrt(q2)
    rho2 = np.sum(abs(rho)**2)
    cur2 = np.sum(abs(cur)**2)
    trans2 = cur2 - np.sum(abs(q_cur)**2) / q2
    coulomb_gauge = rho2 / q2 - trans2 / (q2 - d**2)
    feynman_gauge = (rho2 - cur2) / (q2 - d**2)
    assert np.isclose(coulomb_gauge, feynman_gauge, rtol=1e-9, atol=1e-10)
    s = e_k * e_p - k @ p
    reduced = (1 / (s - 1) - 1) / (e_k * e_p)
    assert np.isclose(rho2 - cur2, (4 - 2 * s) / (e_k * e_p), atol=1e-10)
    assert np.isclose(feynman_gauge, reduced, rtol=1e-9, atol=1e-10)
    largest_unretarded_gap = max(largest_unretarded_gap,
                                 abs((rho2 - trans2) / q2 - (rho2 - cur2) / q2))
assert largest_unretarded_gap > 1e-3  # gauges disagree without retardation

# --- Contact integral and rapidity integrals by quadrature


def log_kernel(y, x):
    return np.sinh(y) * np.log(np.sinh((x + y) / 2) / np.sinh((x - y) / 2))


def inner_integral(x):
    return quad(log_kernel, 0, x, args=(x,), epsabs=1e-11, epsrel=1e-10)[0]


for beta in (0.4, 1.0, 3.0):
    x_f = np.arcsinh(beta)
    contact = quad(lambda k: 4 * np.pi * k**2 / np.sqrt(1 + k**2), 0, beta)[0]
    assert np.isclose(contact, 2 * np.pi * area_function(beta), rtol=1e-9)
    assert np.isclose(inner_integral(x_f), x_f * np.sinh(x_f), rtol=1e-7)
    # the square is twice the triangle y < x
    double = 2 * quad(lambda x: np.sinh(x) * inner_integral(x), 0, x_f)[0]
    closed = (beta**4 - area_function(beta)**2) / 2
    assert np.isclose(double, closed, rtol=1e-7)

# --- Full exchange energy in Coulomb gauge by three-dimensional quadrature


def unit_nodes(n):
    x, w = np.polynomial.legendre.leggauss(n)
    return (x + 1) / 2, w / 2


def projector(kx, kz, energy):
    h = (kx[:, None, None] * alpha_mat[0] + kz[:, None, None] * alpha_mat[2]
         + beta_mat)
    return 0.5 * (np.eye(4) + h / energy[:, None, None])


def spin_sum(proj_k, proj_p, vertex):
    left, right = proj_k @ vertex, proj_p @ vertex
    return np.einsum('nab,nba->n', left, right).real


def coulomb_gauge_shares(beta):
    """Coulomb, retarded and unretarded transverse parts over Dirac exchange.

    The region p < k is doubled; p = k(1 - v^3) and q = exp(t) remove the
    singularity at coinciding momenta.
    """
    (a, wa), (v, wv), (t, wt) = unit_nodes(20), unit_nodes(28), unit_nodes(120)
    a, v, t = [g.ravel() for g in np.meshgrid(a, v, t, indexing='ij')]
    weight = np.einsum('i,j,k->ijk', wa, wv, wt).ravel()
    k = beta * a
    diff = k * v**3
    p = k - diff
    t_low, t_high = np.log(diff), np.log(k + p)
    q = np.exp(t_low + (t_high - t_low) * t)
    e_k, e_p = np.sqrt(1 + k**2), np.sqrt(1 + p**2)
    d = diff * (k + p) / (e_k + e_p)
    qz = (q**2 + diff * (k + p)) / (2 * k)
    qx = np.sqrt(np.maximum((q - qz) * (q + qz), 0))
    proj_k = projector(0 * k, k, e_k)
    proj_p = projector(-qx, k - qz, e_p)
    rho2 = spin_sum(proj_k, proj_p, np.eye(4))
    along = ((qx / q)[:, None, None] * alpha_mat[0]
             + (qz / q)[:, None, None] * alpha_mat[2])
    trans2 = (sum(spin_sum(proj_k, proj_p, m) for m in alpha_mat)
              - spin_sum(proj_k, proj_p, along))
    # d^3k d^3p = 8 pi^2 k^2 p^2 dk dp du, with k p du = q dq = q^2 dt
    measure = (weight * 2 * 8 * np.pi**2 * k * p * q**2 * (t_high - t_low)
               * 3 * k * v**2 * beta)
    measure = measure * 0.5 * 4 * np.pi / (2 * np.pi)**6
    dirac = beta**4 / (4 * np.pi**3)
    coulomb = np.sum(measure * rho2 / q**2) / dirac
    retarded = -np.sum(measure * trans2 / ((q - d) * (q + d))) / dirac
    unretarded = -np.sum(measure * trans2 / q**2) / dirac
    return coulomb, retarded, unretarded


for beta in (0.3, 1.0, 3.0):
    coulomb, retarded, _ = coulomb_gauge_shares(beta)
    assert abs(coulomb + retarded - exchange_factor(beta)) < 1e-5

# --- Limits and the single zero
for beta in (0.1, 0.2):
    series = 1 - 2 * beta**2 / 3 + 2 * beta**4 / 5
    assert abs(exchange_factor(beta) - series) < 0.3 * beta**6
assert abs(exchange_factor(1e5) + 0.5) < 1e-6
grid = np.geomspace(0.01, 1e3, 2000)
assert np.all(np.diff(exchange_factor(grid)) < 0)
beta_zero = brentq(exchange_factor, 1, 5, xtol=1e-13)

# --- Worked example
bohr = const.physical_constants['Bohr radius'][0] * 1e10
hartree = const.physical_constants['Hartree energy in eV'][0]
fine = const.fine_structure
compton_k = 1 / (fine * bohr)  # m c / hbar in 1/angstrom


def gas(density):
    k_f = (3 * np.pi**2 * density)**(1 / 3)
    dirac = -3 * k_f * bohr * hartree / (4 * np.pi)
    return k_f, k_f / compton_k, dirac


n_main = 1e5
k_f, beta, dirac = gas(n_main)
ratio = area_function(beta) / beta**2
factor = exchange_factor(beta)
coulomb, retarded, unretarded = coulomb_gauge_shares(beta)
assert abs(coulomb + retarded - factor) < 1e-5
print(f"Bohr radius = {bohr:.6f} angstrom")
print(f"hartree = {hartree:.5f} eV")
print(f"fine-structure constant = {fine:.8f}")
print(f"m c / hbar = {compton_k:.3f} 1/angstrom")
print("MAIN CASE, energies per electron")
print(f"density = {n_main:.0e} 1/angstrom^3")
print(f"k_F = {k_f:.3f} 1/angstrom")
print(f"beta = {beta:.5f}")
print(f"eta = {np.sqrt(1 + beta**2):.5f}")
print(f"arcsinh(beta) = {np.arcsinh(beta):.5f}")
print(f"A = {area_function(beta):.5f}")
print(f"A/beta^2 = {ratio:.5f}")
print(f"pole part of F = {1 - ratio**2:.5f}")
print(f"contact part of F = {-ratio**2 / 2:.5f}")
print(f"F = {factor:.5f}")
print(f"Dirac exchange = {dirac:.2f} eV")
print(f"full exchange = {dirac * factor:.2f} eV")
print(f"full exchange = {dirac * factor / hartree:.4f} hartree")
print(f"relativistic change = {dirac * (factor - 1):.2f} eV")
print(f"full exchange density = {n_main * dirac * factor:.4e} eV/angstrom^3")
print(f"Coulomb share of F (quadrature) = {coulomb:.5f}")
print(f"transverse share of F (quadrature) = {retarded:.5f}")
print(f"sum of shares = {coulomb + retarded:.5f}")
print(f"Coulomb share = {dirac * coulomb:.2f} eV")
print(f"transverse share = {dirac * retarded:.2f} eV")
print(f"transverse share, no retardation = {dirac * unretarded:.2f} eV")
print(f"total, no retardation = {dirac * (coulomb + unretarded):.2f} eV")
print("TABLE: n (1/angstrom^3), beta, F, Coulomb, transverse shares")
print("       then Dirac and full exchange per electron (eV)")
for density in (1e3, 1e5, 1e7, 1e8):
    _, beta_row, dirac_row = gas(density)
    f_row = exchange_factor(beta_row)
    c_row, t_row, _ = coulomb_gauge_shares(beta_row)
    assert abs(c_row + t_row - f_row) < 1e-5
    assert c_row > 0 > t_row
    print(f"{density:.0e} {beta_row:.4f} {f_row:.5f} {c_row:.5f} {t_row:.5f}"
          f" {dirac_row:.2f} {dirac_row * f_row:.2f}")
n_zero = (beta_zero * compton_k)**3 / (3 * np.pi**2)
print(f"F vanishes at beta = {beta_zero:.5f}")
print(f"density at the zero = {n_zero:.4e} 1/angstrom^3")
print(f"F at beta = 1e5: {exchange_factor(1e5):.6f}")
print("BLOCKING MODEL (gap 0.6, boson energy 1, energies over g^2)")
print(f"diagonalization = {blocked:.4f}, formula = {blocked_formula:.4f}")
print("tests ok")
```

Printed output:

```
Bohr radius = 0.529177 angstrom
hartree = 27.21139 eV
fine-structure constant = 0.00729735
m c / hbar = 258.961 1/angstrom
MAIN CASE, energies per electron
density = 1e+05 1/angstrom^3
k_F = 143.595 1/angstrom
beta = 0.55451
eta = 1.14345
arcsinh(beta) = 0.52943
A = 0.10463
A/beta^2 = 0.34027
pole part of F = 0.88422
contact part of F = -0.05789
F = 0.82633
Dirac exchange = -493.63 eV
full exchange = -407.90 eV
full exchange = -14.9901 hartree
relativistic change = 85.73 eV
full exchange density = -4.0790e+07 eV/angstrom^3
Coulomb share of F (quadrature) = 0.97144
transverse share of F (quadrature) = -0.14512
sum of shares = 0.82633
Coulomb share = -479.54 eV
transverse share = 71.63 eV
transverse share, no retardation = 70.30 eV
total, no retardation = -409.24 eV
TABLE: n (1/angstrom^3), beta, F, Coulomb, transverse shares
       then Dirac and full exchange per electron (eV)
1e+03 0.1195 0.99057 0.99843 -0.00786 -106.35 -105.35
1e+05 0.5545 0.82633 0.97144 -0.14512 -493.63 -407.90
1e+07 2.5738 -0.00880 0.84789 -0.85669 -2291.24 20.16
1e+08 5.5451 -0.31869 0.81117 -1.12986 -4936.32 1573.17
F vanishes at beta = 2.53324
density at the zero = 9.5348e+06 1/angstrom^3
F at beta = 1e5: -0.500000
BLOCKING MODEL (gap 0.6, boson energy 1, energies over g^2)
diagonalization = 3.1249, formula = 3.1250
tests ok
```
